# Occupancy odds of a large alloy atom on two subsurface sites

## Problem

During growth of a strained alloy film, a layer just below the surface contains two equally numerous classes of substitutional site. Surface reconstruction has dilated one class (roomy, index $r$) and compressed the other (tight, index $t$). Every site holds one atom, either a large alloy atom L or a smaller host atom S. Exchanging an L on a roomy site with an S on a tight site costs $D=0.2$ eV. The temperature is 800 K, and L fills a fraction $x=0.25$ of the layer.

Let $c_r$ and $c_t$ be the probabilities that a roomy and a tight site hold L. The odds of finding L rather than S on a site are $c/(1-c)$. Assuming equilibrium and no interaction between L atoms, find

(a) the odds ratio
$$R=\frac{c_r/(1-c_r)}{c_t/(1-c_t)},$$

(b) the two occupancies and the ratio of the numbers of L atoms on the two classes.

## A tempting solution

The two positions of an L atom differ by 0.2 eV, so the Boltzmann factor should give the ratio of the numbers of L atoms. With $kT=0.06894$ eV,
$$\frac{c_r}{c_t}=e^{D/kT}=e^{2.901}=18.19 .$$
Equal site numbers require $c_r+c_t=2x=0.5$. Hence
$$c_r=0.5\times\frac{18.19}{19.19}=0.474,\qquad c_t=\frac{0.5}{19.19}=0.026,$$
and the odds ratio would be
$$R=\frac{0.474/0.526}{0.026/0.974}\approx 34 .$$

## Where it fails

Both occupancies lie between 0 and 1, so nothing looks wrong at this composition. At $x=0.6$, however, the same recipe gives $c_r=1.2\times18.19/19.19=1.14$, which is more than one L atom per site.

The Boltzmann factor was applied as if each L atom could choose among all sites regardless of the others. A site that already holds L cannot accept another. At $x=0.25$ nearly half the roomy sites are taken, and this blocking matters. The factor 18.19 is a correct number attached to the wrong ratio.

## The right solution

**The swap argument.** Let $E_{L,r}$ be the energy of L on a roomy site, with the other three energies named likewise. Choose one roomy and one tight site. The probability that they hold L and S respectively is
$$P(L,S)=\frac{W}{Z}\,e^{-(E_{L,r}+E_{S,t})/kT}.$$
Here $Z$ is the partition function and $W$ is the sum of the Boltzmann factors of all arrangements of the remaining atoms on the remaining sites. With the two atoms interchanged,
$$P(S,L)=\frac{W}{Z}\,e^{-(E_{S,r}+E_{L,t})/kT}.$$
The factor $W$ is the same, because the same atoms remain for the other sites and do not interact with the chosen pair. Dividing,
$$\frac{P(L,S)}{P(S,L)}=e^{D/kT}\equiv K,\qquad D=(E_{L,t}-E_{S,t})-(E_{L,r}-E_{S,r}).$$
This holds for a layer of any size.

The relevant energy therefore includes the host atom that must move the other way. Take $E_{L,r}=-0.07$, $E_{L,t}=0.10$, $E_{S,r}=0.05$ and $E_{S,t}=0.02$ eV. Then $D=0.08-(-0.12)=0.20$ eV. Enumerating all arrangements of three L atoms on four roomy and four tight sites with these energies gives a swap ratio of 18.19. The energy difference of L alone, 0.17 eV, would give 11.77.

**From pairs to single sites.** Let the layer exchange L for S with a large reservoir, and let $\mu$ be the energy gained from the reservoir per exchange. Without interactions each site is then independent. Its two states have weights $e^{-(E_L-\mu)/kT}$ and $e^{-E_S/kT}$, so
$$\frac{c}{1-c}=e^{(\mu-E_L+E_S)/kT}.$$
Taking the ratio for the two classes cancels $\mu$ and leaves
$$R=e^{D/kT}=K .$$

A layer with a fixed number of L atoms differs from this by a correction that shrinks with size. At $x=0.25$, exact sums give $R=18.259$ for 400 sites of each class and 18.227 for 800. If the correction is inversely proportional to size, the next 0.032 removes the rest and leads to 18.195, in agreement with $K$.

**Answer to (a).** The odds ratio is
$$R=e^{0.2/0.06894}=e^{2.901}\approx 18 .$$
Within this model it does not depend on composition.

**Occupancies.** Equal site numbers allow us to write $c_r=x+d$ and $c_t=x-d$. The condition $R=K$ becomes
$$(x+d)(1-x+d)=K(x-d)(1-x-d).$$
With $y=x(1-x)$, the left side expands to $y+d+d^2$ and the right side to $K(y-d+d^2)$. Collecting terms,
$$(K-1)d^2-(K+1)d+(K-1)y=0 .$$
Divide by $K+1$ and define
$$q=\frac{K-1}{K+1}=\tanh\frac{D}{2kT},$$
where the second form follows on multiplying numerator and denominator by $e^{-D/2kT}$. Then
$$qd^2-d+qy=0,\qquad d=\frac{1\pm\sqrt{1-4q^2y}}{2q}.$$
The upper sign gives $d\ge 1/(2q)>1/2$. This is impossible, since $c_r\le1$ and $c_t\ge0$ require $d\le 1-x$ and $d\le x$, and one of these is at most $1/2$. Taking the lower sign and multiplying numerator and denominator by $1+\sqrt{1-4q^2y}$,
$$d=\frac{2qy}{1+\sqrt{1-4q^2y}} .$$

Here $y=0.1875$ and $q=0.8958$, so $4q^2y=0.602$ and the square root is 0.631. Thus
$$d=\frac{2\times0.8958\times0.1875}{1.631}=0.206 .$$

**Answer to (b).** The occupancies are $c_r=0.456$ and $c_t=0.044$. The odds are 0.838 and 0.0461, whose ratio is again 18.2. The ratio of atom numbers is smaller:
$$\frac{c_r}{c_t}=K\,\frac{1-c_r}{1-c_t}=18.19\times\frac{0.544}{0.956}=10.35 .$$

## When the two ratios agree

The last formula shows what the tempting solution assumed. For dilute L both factors $1-c$ approach 1, and the number ratio approaches $K$. It is 17.87 at $x=0.01$ and 18.16 at $x=0.001$.

At $x=1/2$ we have $1-c_r=c_t$ and $1-c_t=c_r$. The formula then reads $c_r/c_t=Kc_t/c_r$, so the number ratio is $\sqrt K=4.27$. As $x\to1$ both classes fill with L and the ratio tends to 1, although the odds ratio remains $K$.

Equal site numbers enter part (b) but not part (a). With one roomy site for every three tight ones, still at $x=0.25$, the odds ratio is 18.19 while the number ratio falls to 2.15.

## Why the large atom prefers the roomy site

A rigid cage gives the sign and scale of $D$. Let an atom have four bonds of natural length $b$ and stiffness $k_b$, taken to be the same for L and S, in a cage of radius $h$. The elastic energy is
$$E(h,b)=4\times\tfrac12k_b(h-b)^2=2k_b(h^2-2hb+b^2).$$
In the combination that defines $D$, the $h^2$ terms cancel between L and S on the same site, and the $b^2$ terms cancel between the two sites. The cross term leaves
$$D=-4k_b(h_t-h_r)(b_L-b_S)=4k_b\,\delta h\,\delta b,$$
with $\delta h=h_r-h_t$ and $\delta b=b_L-b_S$, both positive. Hence $D>0$.

For the round values $k_b=9$ eV/Å$^2$, $\delta h=0.10$ Å and $\delta b=0.05$ Å, this gives $D=0.18$ eV. Morse bonds with the same stiffness at their minimum and a well depth of 2.3 eV give 0.20 eV, when the natural S bond length lies midway between the two cage radii. Shifting both radii by $\pm0.05$ Å moves this value between 0.16 and 0.25 eV. The estimate leaves out relaxation of the cage, so it supports only the sign and the order of magnitude of $D$.

## How firm is the number 18?

**Energy and temperature.** From $\ln K=D/kT$,
$$d\ln K=\frac{dD}{kT}-\frac{D}{kT}\frac{dT}{T}.$$
An energy error of 0.03 eV changes $\ln K$ by $0.03/0.06894=0.44$, so $K$ could lie anywhere from 12 to 28. A temperature higher by 20 K changes $\ln K$ by about $-2.901\times20/800=-0.073$, and $K$ becomes 17.0.

**Interactions.** Suppose neighbouring L atoms in rows of one class repel each other by $V=10$ meV. In mean field, an L atom on a roomy site gains energy $2Vc_r$ from its two row neighbours, and one on a tight site gains $2Vc_t$. The odds ratio is therefore multiplied by
$$e^{-2V(c_r-c_t)/kT}=e^{-0.12}=0.89,$$
which gives about 16. An exact treatment of the rows by transfer matrix, at the same $x$, also gives about 16.

**Vibrations.** A classical oscillator of angular frequency $\omega$ has partition function $kT/\hbar\omega$. If the three modes of L are 5 % softer on the roomy site and all other vibrations are unchanged, the odds ratio is multiplied by $0.95^{-3}=1.17$. Summing the quantum levels for a 40 meV mode also gives 1.17. The odds ratio would rise to 21. As with the energy, however, the S atom that moves the other way counts too. The classical factor is $\left[\omega_{L,t}\,\omega_{S,r}/(\omega_{L,r}\,\omega_{S,t})\right]^3$, so only the difference between the softening of L and of S matters. In the rigid Morse cage above, with an S bond length of 2.35 Å, both soften by about 15 % on the roomy site and the net factor is 0.99.

**Time.** Equilibrium requires exchange before the layer is buried. Let $k=\nu e^{-E_b/kT}$ be the total rate at which an L on a tight site swaps when all its roomy neighbours hold S, summed over those neighbours, with attempt rate $\nu$ and barrier $E_b$. The reverse rate must be $k/K$ for equilibrium to give $R=K$. Neglecting correlations between sites,
$$\frac{dc_r}{dt}=k\left[c_t(1-c_r)-\frac{c_r(1-c_t)}{K}\right].$$
Appreciable exchange during a time $\tau$ needs $k\tau\gtrsim1$, or roughly $E_b\lesssim kT\ln(\nu\tau)$; coming close to equilibrium needs $k\tau$ several times larger. For $\nu=10^{13}$ s$^{-1}$ and $\tau=10$ s the limit is 2.2 eV.

Starting from equal occupancies, this equation gives an odds ratio after 10 s of 18.2 for a barrier of 2.0 eV, 4.9 for 2.2 eV and 1.15 for 2.4 eV. It overstates the final approach to equilibrium, because it lets every L meet partners of average occupancy. If only neighbours swap, an L whose roomy neighbours are already filled must wait for reverse swaps at rate $k/K$, and $k\tau/K$ is only 1.4 at 2.0 eV. The odds ratio reached at that barrier is then about 14 on an alternating chain and about 17 on a square lattice. For isolated roomy–tight pairs it never exceeds 8.0, since $c_r$ cannot pass $\tfrac1{16}+\tfrac6{16}\tfrac{K}{K+1}=0.418$. At fixed temperature and growth time, a change of 0.4 eV in the barrier thus separates strong ordering from almost none.

## Beside a real film

The parameters are rough values in the regime of germanium in silicon films grown on the (001) surface, where rows of surface dimers strain the sites below them alternately. They were not computed for that surface. A real film has more than two site classes, and the strain varies with depth. Of the effects estimated here, incomplete equilibration changes the result most: over the barriers above, the odds ratio reached falls from 18 to nearly 1.

For a layer still under the reconstructed surface, cooling raises the equilibrium value, to 28 at 700 K and about 2300 at 300 K. Once the layer is buried, the two classes lose their strain difference, and any ordering survives only because exchange is slow. The atoms need not follow. With a 2.0 eV barrier and $kT=0.0259$ eV at 300 K, the model's exchange rate is of order $10^{-21}$ s$^{-1}$, so the occupancies stay as they were when exchange stopped at a higher temperature. The numerical output below lists the main values used here.

## Computed results

```
exchange energy D = 0.200 eV = 0.00735 hartree
temperature = 800 K
kT = 0.06894 eV
D/kT = 2.9011
odds ratio K = 18.19
enumerated swap ratio, 8 sites = 18.19
ratio if L energy alone were used = 11.77
L energies roomy, tight = -0.07, 0.10 eV
S energies roomy, tight = 0.05, 0.02 eV
canonical odds ratio, 400+400 sites = 18.259
canonical odds ratio, 800+800 sites = 18.227
mean L fraction x = 0.25
tanh(D/2kT) = 0.8958
half difference d = 0.2060
roomy occupancy = 0.4560
tight occupancy = 0.0440
roomy odds = 0.8381
tight odds = 0.04606
atom-number ratio at x = 0.001: 18.16
atom-number ratio at x = 0.01: 17.87
atom-number ratio at x = 0.25: 10.35
atom-number ratio at x = 0.5: 4.27
1:3 sites, x = 0.25: odds ratio = 18.19
1:3 sites, x = 0.25: number ratio = 2.15
equilibrium K at 300 K = 2290
equilibrium K at 700 K = 27.54
equilibrium K at 900 K = 13.18
equilibrium K at 1000 K = 10.18
cage: bond stiffness = 9.0 eV/A^2
cage: Morse well depth = 2.3 eV
cage: db = 0.05 A, dh = 0.10 A
cage: harmonic D = 0.180 eV
cage: Morse D = 0.201 eV
K for D -/+ 0.03 eV = 11.8, 28.1
K for T + 20 K = 16.95
row repulsion V = 10 meV
odds ratio with V, transfer matrix = 16.18
odds ratio with V, mean field = 16.15
vibrational quantum = 40 meV
softening in roomy site = 5 %
vibrational factor, level sum = 1.171
vibrational factor, classical = 1.166
odds ratio with softening = 21.31
attempt rate = 1e+13 1/s
monolayer time = 10 s
barrier limit kT ln(nu tau) = 2.22 eV
odds ratio reached, barrier 2.0 eV = 18.19
odds ratio reached, barrier 2.2 eV = 4.90
odds ratio reached, barrier 2.4 eV = 1.15
```
